\section*{Half the central density at a planar collisionless sheath edge}

\section{Definitions and conventions}

A plasma fills the gap between two parallel absorbing walls. The coordinate $x$ is measured from the midplane, the plasma is symmetric about $x=0$, and the equations are written for $x\ge 0$, where ions move towards positive $x$. The symbols are:
\begin{itemize}
\item $n$: common density of electrons and singly charged ions; $n_0$: its value at $x=0$;
\item $u$: ion flow speed; $m$: ion mass; $e>0$: elementary charge;
\item $\phi$: potential, with $\phi(0)=0$; $E=-\phi'$: field. A prime means $d/dx$;
\item $T_e$: electron temperature, uniform in space; $c=\sqrt{kT_e/m}$: ion sound speed; $M=u/c$: Mach number;
\item $S$: ions produced per volume and time. The main case is $S=\nu n$ with uniform ionization frequency $\nu$;
\item $L$: distance from the midplane to the sheath edge.
\end{itemize}

The assumptions are quasineutrality, Boltzmann electrons, ions born at rest, no ion pressure, and no loss of ion momentum to the gas. The result is
\begin{equation}
n=\frac{n_0}{1+M^2},\qquad n(L)=\frac{n_0}{2}\quad\text{at } M=1 .
\label{law}
\end{equation}
The proportionality $S=\nu n$ is not needed for this law. It determines where in the gap each value of $M$ occurs.

\section{Derivation of the density law}

In a steady state the ion flux grows by what is produced:
\begin{equation}
(nu)'=S .
\label{cont}
\end{equation}
The ion momentum flux is $mnu^2$. Ions born at rest add no momentum, so it grows only through the electric force:
\begin{equation}
(mnu^2)'=enE .
\label{mom}
\end{equation}
To see what this means for the acceleration, expand the left side as $mu(nu)'+mnu\,u'$ and insert \eqref{cont}:
\begin{equation}
mnu\,u'=enE-mSu .
\label{acc}
\end{equation}
The last term is the birth drag: the field must bring every new ion up to the flow speed.

For isothermal electrons of negligible inertia, the pressure gradient balances the electric force, $kT_e n'=-enE$. Hence $n=n_0\exp(e\phi/kT_e)$, and
\begin{equation}
enE=-kT_e\,n' .
\label{boltz}
\end{equation}
Inserting this into \eqref{mom} gives $(mnu^2+kT_e n)'=0$. The bracket is therefore constant. At the midplane $u=0$ by symmetry, so its value is $kT_e n_0$:
\begin{equation}
n\,(mu^2+kT_e)=n_0kT_e .
\end{equation}
Division by $kT_e=mc^2$ gives $n(1+M^2)=n_0$, which is \eqref{law}. The source $S$ has dropped out, so its dependence on $n$ or $x$ does not matter as long as it is symmetric and produces ions at rest.

\section{Why the plasma ends at $M=1$}

By \eqref{law} the ion flux is
\begin{equation}
nu=n_0c\,\frac{M}{1+M^2},\qquad
\frac{d}{dM}\frac{M}{1+M^2}=\frac{1-M^2}{(1+M^2)^2}.
\label{flux}
\end{equation}
It has its maximum, $n_0c/2$, at $M=1$. A positive source makes the flux grow with $x$, so the quasineutral solution cannot continue past this point.

The sheath, for its part, cannot begin earlier. Let the potential energy of an ion fall by a small amount $kT_e\,\delta\eta$ in a layer too thin for ionization to matter. Energy conservation gives $u\,\delta u=c^2\delta\eta$, and constant flux gives
\begin{equation}
\frac{\delta n_i}{n}=-\frac{\delta u}{u}=-\frac{\delta\eta}{M^2},\qquad
\frac{\delta n_e}{n}=-\delta\eta .
\end{equation}
The positive space charge of the sheath requires $\delta n_i\ge\delta n_e$, hence $M\ge1$. The two conditions meet at $M=1$, which is the sheath edge when the Debye length is small compared with $L$.

\section{Profile in space}

For $S=\nu n$, insert \eqref{flux} and \eqref{law} into \eqref{cont}:
\begin{equation}
n_0c\,\frac{1-M^2}{(1+M^2)^2}\,M'=\frac{\nu n_0}{1+M^2}
\;\Rightarrow\;
\frac{1-M^2}{1+M^2}\,dM=\frac{\nu}{c}\,dx .
\end{equation}
The fraction equals $2/(1+M^2)-1$. Integration from $M=0$ at $x=0$ gives
\begin{equation}
\frac{\nu x}{c}=2\arctan M-M,\qquad
\frac{\nu L}{c}=\frac{\pi}{2}-1\approx0.571 .
\label{xM}
\end{equation}
The second relation is the particle balance: it fixes the ionization frequency that a gap of given size needs.

Near the midplane $M\approx\nu x/c$ and $n\approx n_0[1-(\nu x/c)^2]$. Near the edge, put $M=1-\delta$ with small $\delta$. The fraction becomes approximately $\delta$, so $\delta^2/2\approx\nu(L-x)/c$ and
\begin{equation}
M\approx1-\sqrt{2\nu(L-x)/c}.
\end{equation}
The slope of $M$ is infinite at the edge. In a numerical implementation it is therefore convenient to tabulate $x$ and $n$ as functions of $M$, which are both smooth, and to interpolate.

Other sources change the position of the edge but not its density. For uniform $S$, \eqref{cont} gives $nu=Sx$, hence $SL/(n_0c)=1/2$. For $S=Kn^2$ the factors $(1+M^2)^{-2}$ cancel, leaving $(1-M^2)\,dM=(Kn_0/c)\,dx$ and $Kn_0L/c=1-1/3=2/3$. Numerical integration of \eqref{cont} and \eqref{acc} with these three sources agreed with \eqref{law} to within $10^{-7}n_0$ for all $M$ up to 1, and gave the edge positions 0.5000, 0.5708 and 0.6667.

The edge values for $S=\nu n$ are:
\begin{itemize}
\item flux $\Gamma=n_0c/2$;
\item potential $\phi(L)=-(kT_e/e)\ln2$;
\item directed ion energy $mc^2/2=kT_e/2$;
\item mean density $\bar n=\Gamma/(\nu L)=n_0/(\pi-2)\approx0.876\,n_0$, because all ions produced, $\nu\bar nL$, leave through the edge.
\end{itemize}

\section{What lowers or raises the factor one half}

\subsection{Birth drag}
If each new ion appeared already moving at the local speed $u$, the last term of \eqref{acc} would be absent. Then $mu\,u'=eE=-kT_e n'/n$, which integrates to $M^2/2+\ln(n/n_0)=0$ and
\begin{equation}
n=n_0e^{-M^2/2},\qquad n(M=1)\approx0.607\,n_0 .
\end{equation}
The difference between 0.607 and 0.5 is thus the effect of birth at rest. At small $M$ this profile starts as $1-M^2/2$, whereas \eqref{law} starts as $1-M^2$.

\subsection{Further losses of momentum}
Let a further term $-kT_eQ$ stand on the right of \eqref{mom}. The same integration gives
\begin{equation}
n(1+M^2)=n_0-\int_0^x Q\,dx' ,
\label{loss}
\end{equation}
so any $Q>0$ puts the density at $M=1$ below $n_0/2$. Three cases are useful.

In a cylinder of radial coordinate $r$, the divergence of the momentum flux is $(rmnu^2)'/r=(mnu^2)'+mnu^2/r$, so $Q=nM^2/r$, with $r$ as the variable of integration. For $S=\nu n$, integration gives $0.42\,n_0$ at the edge. The factor one half belongs to plane geometry.

If collisions with the gas remove momentum from each ion at the rate $mu\cdot u/\lambda$, with mean free path $\lambda$, then $Q=nM^2/\lambda$.

If ions are also lost sideways at frequency $w$, they carry their axial momentum with them. The loss is $mwnu$ per volume and time, so $Q=wnM/c$, and \eqref{cont} becomes $(nu)'=(\nu-w)n$.

\subsection{Warm ions}
An isothermal ion pressure $nkT_i$ adds to the electron pressure. The conserved quantity becomes $n[mu^2+k(T_e+T_i)]$. The law \eqref{law} keeps its form if $c$ is replaced by $\sqrt{k(T_e+T_i)/m}$.

\section{Finite Debye length}

Near the edge the ion and electron densities $n_i$ and $n_e$ separate. With $S=\nu n_e$, the momentum equations are
\begin{equation}
(mn_iu^2)'=en_iE,\qquad kT_en_e'=-en_eE .
\end{equation}
Their sum contains the space charge, which Poisson's equation expresses as $e(n_i-n_e)=\varepsilon_0E'$:
\begin{equation}
(mn_iu^2+kT_en_e)'=\varepsilon_0EE'=\left(\tfrac12\varepsilon_0E^2\right)' .
\end{equation}
Integration from the midplane, where $u=E=0$ and $n_e=n_{e0}$, and evaluation at $M=1$ give
\begin{equation}
n_i+n_e=n_{e0}+\frac{\varepsilon_0E^2}{2kT_e}.
\end{equation}
The mean of the two densities thus exceeds $n_{e0}/2$ by a field term.

For a Debye length $\sqrt{\varepsilon_0kT_e/(n_{e0}e^2)}$ of $6.57\times10^{-4}\,c/\nu$, the value of the example below, the full equations give $n_i=0.5012\,n_{e0}$ and $n_e=0.4989\,n_{e0}$ at $M=1$. With a Debye length four times larger and $c/\nu$ held fixed, the values are 0.5039 and 0.4967. The densities approach one half as the Debye length shrinks. The point $M=1$ lies at $\nu x/c=0.573$ in the first case, 0.4\,\% beyond the quasineutral value.

\section{Ions with a spread of speeds}

Without collisions, ions born at different places pass a given point at different speeds. The cold fluid replaces them by one speed. The collisionless problem with $S=\nu n$ can be solved without this replacement.

Let $\eta=-e\phi/kT_e$, so that $n=n_0e^{-\eta}$. An ion born at rest where the potential is $\eta'$ passes $\eta$ at speed $c\sqrt{2(\eta-\eta')}$. The ions born in $dx'$ carry the flux $\nu n_0e^{-\eta'}dx'$, and their density is this flux divided by their speed. Summing over birthplaces and dividing by $n_0$ gives
\begin{equation}
e^{-\eta}=\int_0^\eta\frac{g(\eta')\,d\eta'}{\sqrt{\eta-\eta'}},\qquad
g(\eta)=\frac{\nu}{\sqrt2\,c}\,e^{-\eta}\,\frac{dx}{d\eta}.
\label{abel}
\end{equation}
Multiply by $(\zeta-\eta)^{-1/2}$ and integrate over $\eta$ from 0 to $\zeta$. On the right, exchange the order of integration; the inner integral $\int_{\eta'}^{\zeta}d\eta\,[(\zeta-\eta)(\eta-\eta')]^{-1/2}$ equals $\pi$. On the left, substitute $\eta=\zeta-t^2$:
\begin{equation}
\pi\int_0^\zeta g\,d\eta'=2e^{-\zeta}\int_0^{\sqrt\zeta}e^{t^2}dt=2D(\sqrt\zeta),
\end{equation}
where $D(s)=e^{-s^2}\int_0^se^{t^2}dt$ is Dawson's function. Since $D'(s)=1-2sD(s)$ and $d\sqrt\zeta/d\zeta=1/(2\sqrt\zeta)$, differentiation gives
\begin{equation}
g=\frac{1-2sD(s)}{\pi s},\qquad s=\sqrt\eta .
\end{equation}
The plasma solution ends where $dx/d\eta=0$, that is, at $2s_eD(s_e)=1$. The root has $s_e^2=0.854$, so the edge density is $e^{-0.854}n_0=0.426\,n_0$.

The edge flux follows from $\nu n\,dx=\sqrt2\,n_0c\,g\,d\eta$:
\begin{equation}
\Gamma=\frac{2\sqrt2}{\pi}\,n_0c\,D(s_e)=\frac{\sqrt2}{\pi s_e}\,n_0c=0.487\,n_0c ,
\end{equation}
and $\nu L/c=\sqrt2\int_0^{s_e^2}g\,e^{\eta}d\eta=0.572$. Relative to these kinetic values, the cold fluid overestimates the edge density by 17\,\% and the flux by 2.6\,\%, while $\nu L/c$ differs by 0.2\,\%.

The momentum argument still holds if $u^2$ is replaced by the mean square speed:
\begin{equation}
n=\frac{n_0}{1+\langle u^2\rangle/c^2}.
\end{equation}
At the kinetic edge $\langle u^2\rangle=1.349\,c^2$, which gives $1/2.349=0.426$. The mean speed there is $1.144\,c$, not $c$. Inserting this mean speed into \eqref{law} gives 0.433, so most of the drop from 0.5 to 0.426 comes from the higher mean speed at the edge, and the small remainder from the spread about the mean.

\section{Worked example}

Take $m=40$ u, $T_e=6$ eV, $n_0=10^{11}$ cm$^{-3}$ and a gap $2L=10$ cm, with the sheath thickness neglected. The sound speed is $c=3.804$ km/s. By \eqref{xM},
\begin{equation}
\nu=0.5708\times\frac{3.804\times10^5\ \text{cm/s}}{5\ \text{cm}}=4.34\times10^4\ \text{s}^{-1}.
\end{equation}
The edge density is $5\times10^{10}$ cm$^{-3}$, and the flux is
\begin{equation}
\Gamma=5\times10^{10}\times3.804\times10^5=1.90\times10^{16}\ \text{cm}^{-2}\,\text{s}^{-1},
\end{equation}
or 3.05 mA/cm$^2$ after multiplication by $e$. The potential falls by $6\ln2=4.16$ V from midplane to edge, and the directed ion energy at the edge is 3 eV.

Half the final Mach number is reached at $x=3.74$ cm, three quarters of the way to the edge, where $n=0.8\,n_0$. The fall from $0.8\,n_0$ to $0.5\,n_0$ takes place in the last 1.26 cm.

The neglected effects need a chamber and a gas: radius $R=25$ cm, pressure 0.5 mTorr, gas temperature 400 K and a cross-section of $10^{-14}$ cm$^2$ for momentum transfer. The mean free path is then 8.3 cm, longer than $L$ but not much longer. Here $T_e$, $L$ and pressure are held fixed, and each effect is added alone to the cold fluid. The ionization rate coefficient is left free, so that $\nu$ can satisfy the particle balance in each case:
\begin{itemize}
\item gas friction lowers the edge density to $0.467\,n_0$ and $\nu L/c$ to 0.534;
\item side-wall loss lowers the edge density to $0.472\,n_0$. This is a rough estimate with equal edge densities on all walls and uniform $w$. The ratio of side to end area is $2L/R=0.4$, so the side wall takes $0.4/1.4=0.286$ of the ions. Equal edge densities overstate the loss: for uniform $\nu$ the cold-fluid equations in a finite cylinder separate into an axial and a radial problem with uniform $w$, and for $R/L=5$ they give $w/\nu=0.215$, a radial edge factor of 0.25 and an axial edge factor of 0.480;
\item ions at the gas temperature raise $c$ by 0.3\,\%.
\end{itemize}
The collisionless kinetic solution, which gives $0.426\,n_0$, lies further below one half than any one of these three estimates. For this example it is only a limiting case: at the given density, Coulomb collisions between ions are estimated to occur at a rate of about $10\,\nu$ near the midplane, where the ions are cold, and of the order of $\nu$ in the outer part of the gap, and the kinetic solution leaves them out. The spread of ion speeds, friction and side loss were not computed together, and the sum of their separate effects is not a prediction.

The example represents an inductively coupled plasma at very low pressure. Plasma etchers usually run at several mTorr or more, where the result does not carry over: at 5 mTorr and the same gas temperature, the mean free path would be 0.83 cm, one sixth of $L$. The friction model above then gives an edge density of only $0.32\,n_0$, and the factor one half should not be used. Etching gases may also form negative ions, multiply charged ions and non-Maxwellian electrons, whose effects are not estimated here. Finally, $T_e$ is an input. Without side loss, the particle balance of the cold fluid requires an ionization rate coefficient of $3.6\times10^{-9}$ cm$^3$/s; side loss raises this to about $4.8\times10^{-9}$ cm$^3$/s for $w/\nu=0.286$ and $4.4\times10^{-9}$ cm$^3$/s for $w/\nu=0.215$. Whether a given gas provides such a value at 6 eV must be checked from its cross-sections.

\section{Use of the result}

For a plane, collisionless, electropositive plasma with $\lambda\gg L$ and a Debye length much smaller than $L$, a known wall flux $\Gamma$ gives the central density as $n_0=2\Gamma/c$ in the cold-fluid model, provided that ionization in the sheath is negligible. The kinetic solution for $S=\nu n$ gives $n_0=\Gamma/(0.487\,c)$, which is 2.6\,\% higher. If the edge density itself is needed, the choice of model matters more: $0.5\,n_0$ for the cold fluid and $0.426\,n_0$ for kinetic ions. The numerical output lists the profile and the corrections.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
electron temperature            6.0 eV
ion mass                        40 u
central density                 1.0e+11 cm^-3
gap 2L                          10.0 cm
chamber radius                  25.0 cm
gas pressure                    0.50 mTorr
gas temperature                 400 K
ion-neutral cross-section       1.0e-14 cm^2
PROFILE: M, x/L, x in cm, n/n0 (integrated equations)
  0.25  0.4204  2.102  0.9412
  0.50  0.7486  3.743  0.8000
  0.75  0.9408  4.704  0.6400
  1.00  1.0000  5.000  0.5000
FLUID RESULTS
nu*L/c, source ~ n              0.5708
scaled edge, uniform source     0.5000
scaled edge, source ~ n^2       0.6667
mean density / n0               0.8760
edge n/n0 without birth drag    0.6065
edge n/n0 in a cylinder         0.4195
ion sound speed c               3.804 km/s
ionization frequency            4.343e+04 s^-1
implied rate coefficient        3.60e-09 cm^3/s
edge density                    5.00e+10 cm^-3
edge ion flux                   1.902e+16 cm^-2 s^-1
edge ion current density        3.048 mA/cm^2
centre-to-edge potential drop   4.159 V
directed ion energy at edge     3.000 eV
FINITE DEBYE LENGTH (densities / central electron density)
Debye length                    0.0576 mm
Debye length * nu/c             6.574e-04
n_i, n_e at M=1                 0.5012, 0.4989
n_i, n_e, 4x Debye length       0.5039, 0.4967
nu*x/c at M=1                   0.5732
KINETIC IONS
edge potential drop / (kTe/e)   0.8540
edge n/n0                       0.4257
edge flux / (n0*c)              0.4871
edge mean speed / c             1.1443
edge mean square speed / c^2    1.3491
1/(1+M^2) at that mean speed    0.4330
nu*L/c                          0.5721
OTHER NEGLECTED EFFECTS, ONE AT A TIME
ion-neutral mean free path      8.28 cm
edge n/n0 with friction         0.4668
nu*L/c with friction            0.5337
fraction lost to side wall      0.286
edge n/n0 with side loss        0.4722
ion/electron temperature ratio  0.00574
sound speed rise from warm ions 0.29 %
\end{verbatim}
